# Edge-equalizing dose correction in electron-beam lithography: a program that tests the result

```python
# Edge-equalizing dose correction in electron-beam lithography.
# Result under test: isolated narrow line dose / large-area dose -> 1 + 2*eta
# when the edges of the line and of a narrow gap in the area are at threshold.
# eta: backscattered/forward energy; alpha, beta: forward and backscatter
# ranges (nm); width: line and gap width (nm). Dose unit: large-area dose.
# Level unit: forward energy density deep inside an area of unit dose.
# Also tested: border dose of a large pad / interior dose = sqrt(1 + 2*eta).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

eta, alpha, beta, width = 0.7, 20.0, 10000.0, 100.0


def strip_level(x, left, right, a=alpha, b=beta):
    """Level at x from an infinitely long strip exposed with unit dose."""
    forward = 0.5 * (erf((right - x) / a) - erf((left - x) / a))
    back = 0.5 * (erf((right - x) / b) - erf((left - x) / b))
    return forward + eta * back


def radial_level(angle, b=beta):
    """Level from the point spread function and the exposed angle at r."""
    def integrand(r):
        psf = (np.exp(-(r / alpha)**2) / (np.pi * alpha**2)
               + eta * np.exp(-(r / b)**2) / (np.pi * b**2))
        return psf * r * angle(r)
    cuts = [0.0, width, 2 * width, b, 8 * b]
    return sum(quad(integrand, lo, hi, epsabs=1e-12, limit=200)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def line_angle(r):
    """Angle of a circle about an edge point that lies inside the line."""
    return np.pi if r <= width else 2 * np.arcsin(width / r)


# Edge levels: quadrature of the definition against the error functions
line_edge = radial_level(line_angle)
gap_edge = radial_level(lambda r: 2 * np.pi - line_angle(r))
pad_edge = radial_level(lambda r: np.pi)
assert abs(line_edge - strip_level(0.0, 0.0, width)) < 1e-7
assert abs(gap_edge - (1 + eta - strip_level(0.0, 0.0, width))) < 1e-7
assert abs(pad_edge - (1 + eta) / 2) < 1e-7
ratio = gap_edge / line_edge
ideal = 1 + 2 * eta
far = 100 * beta
ratio_far = (radial_level(lambda r: 2 * np.pi - line_angle(r), far)
             / radial_level(line_angle, far))
assert abs(ratio_far - ideal) < 1e-3
assert abs(ratio - ideal) < 0.05
border_ratio = pad_edge / line_edge
line_peak = strip_level(width / 2, 0.0, width)
peak_ratio = (1 + eta) / line_peak
assert abs(border_ratio - (1 + eta)) < 0.03
assert abs(peak_ratio - (1 + eta)) < 0.03

# Printed widths at the common threshold
threshold = 0.5 + eta
clearing_dose = threshold / (1 + eta)


def printed_line(dose, a):
    half = brentq(lambda x: dose * strip_level(x, -width / 2, width / 2, a)
                  - threshold, 0.0, 2 * width)
    return 2 * half


def printed_gap(a):
    half = brentq(lambda x: 1 + eta - strip_level(x, -width / 2, width / 2, a)
                  - threshold, 0.0, 2 * width)
    return 2 * half


alphas = [10.0, 20.0, 30.0]
edge_widths = [printed_line(ideal, a) for a in alphas]
peak_widths = [printed_line(1 + eta, a) for a in alphas]
gap_widths = [printed_gap(a) for a in alphas]
assert max(abs(v - width) for v in edge_widths + gap_widths) < 0.6
losses = [width - v for v in peak_widths]
assert losses[0] > 5.0
assert abs(losses[2] / losses[0] - 3.0) < 0.1
assert line_peak < threshold  # at the large-area dose the line is lost

# Grating: explicit sum over lines, level at one line edge
period, bar = 200.0, 140.0
density = bar / period
starts = period * np.arange(-400, 401)
grating_edge = np.sum(strip_level(0.0, starts, starts + bar))
assert abs(grating_edge - (0.5 + eta * density)) < 5e-3
grating_dose = threshold / grating_edge


# Large pad with self-consistent dose; lengths in units of beta
def gauss(t, s=1.0):
    return np.exp(-(t / s)**2) / (np.sqrt(np.pi) * s)


def mixed(t):
    return 0.5 * gauss(t) + 0.5 * gauss(t, 0.5)


def solve_pad(kernel, coefficient, length=16.0, count=240):
    """Dose function on a wide pad, border at 0, by Gauss quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    nodes = 0.5 * length * (nodes + 1)
    weights = 0.5 * length * weights
    rhs = 1 + 2 * coefficient
    matrix = 2 * coefficient * kernel(nodes[:, None] - nodes) * weights
    dose = np.linalg.solve(np.eye(count) + matrix, np.full(count, rhs))
    return lambda x: rhs - 2 * coefficient * np.sum(
        weights * kernel(x - nodes) * dose)


for kernel in (gauss, mixed):
    for coefficient in (0.3, 0.7, 1.2):
        trial = solve_pad(kernel, coefficient)
        assert abs(trial(8.0) - 1) < 1e-5
        assert abs(trial(0.0) - np.sqrt(1 + 2 * coefficient)) < 1e-5

pad_dose = solve_pad(gauss, eta)
positions = np.linspace(0.0, 8.0, 801)
profile = np.array([pad_dose(x) for x in positions])
assert profile.min() > 0
# Border level with the true, finite forward range
forward_part = quad(lambda t: gauss(t) * pad_dose(t * alpha / beta), 0, 6)[0]
back_part = eta * quad(lambda y: gauss(y) * pad_dose(y), 0, 7)[0]
border_level = forward_part + back_part
assert abs(border_level / threshold - 1) < 2e-3


# Dose taken from local density alone: the border is underexposed
def density_dose(x):
    return threshold / (0.5 + eta * 0.5 * (1 + erf(x)))


density_level = (0.5 * density_dose(0.0)
                 + eta * quad(lambda y: gauss(y) * density_dose(y), 0, 8)[0])
density_formula = 1 / (1 + eta) + np.log((1 + 2 * eta) / (1 + eta))
assert abs(density_level / threshold - density_formula) < 1e-8
assert density_level < 0.95 * threshold

print(f"backscatter coefficient eta = {eta:.2f} (dimensionless)")
print(f"forward range alpha = {alpha:.0f} nm")
print(f"backscatter range beta = {beta:.0f} nm")
print(f"line and gap width = {width:.0f} nm")
print(f"line edge level per unit dose = {line_edge:.5f} (level unit)")
print(f"gap edge level per unit dose = {gap_edge:.5f} (level unit)")
print(f"uniform pad border level = {pad_edge:.5f} (level unit)")
print(f"line centre level per unit dose = {line_peak:.5f} (level unit)")
print(f"threshold = {threshold:.4f} (level unit)")
print(f"ideal dose ratio line/area = {ideal:.4f} (dimensionless)")
print(f"finite-width dose ratio = {ratio:.4f} (dimensionless)")
print(f"same ratio, beta 100 times larger = {ratio_far:.4f} (dimensionless)")
print(f"ratio, uniform pad border rule = {border_ratio:.4f} (dimensionless)")
print(f"ratio, peak-equalizing rule = {peak_ratio:.4f} (dimensionless)")
print(f"dose that just clears interior = {clearing_dose:.4f} (area dose)")
print(f"ideal line dose / clearing dose = {ideal / clearing_dose:.4f}"
      " (dimensionless)")
for a, we, wp, wg in zip(alphas, edge_widths, peak_widths, gap_widths):
    print(f"alpha = {a:.0f} nm: line at dose {ideal:.1f}: {we:.2f} nm; "
          f"line at dose {1 + eta:.1f}: {wp:.2f} nm; gap: {wg:.2f} nm")
print(f"grating period = {period:.0f} nm, line = {bar:.0f} nm, "
      f"density = {density:.2f}")
print(f"grating edge level per unit dose = {grating_edge:.5f} (level unit)")
print(f"grating dose = {grating_dose:.4f} (area dose)")
for x in (0.0, 0.25, 0.5, 1.0, 2.0):
    print(f"pad dose at {x:.2f} beta from border = {pad_dose(x):.4f}"
          " (area dose)")
print(f"sqrt(1 + 2 eta) = {np.sqrt(ideal):.4f} (dimensionless)")
print(f"lowest pad dose = {profile.min():.4f} (area dose) at "
      f"{positions[profile.argmin()]:.2f} beta")
print(f"border level/threshold, self-consistent dose = "
      f"{border_level / threshold:.5f} (dimensionless)")
print(f"border dose from density alone = {density_dose(0.0):.4f} (area dose)")
print(f"border level/threshold, density dose = "
      f"{density_level / threshold:.5f} (dimensionless)")
print("all tests passed")
```

Running it gives:

```
backscatter coefficient eta = 0.70 (dimensionless)
forward range alpha = 20 nm
backscatter range beta = 10000 nm
line and gap width = 100 nm
line edge level per unit dose = 0.50395 (level unit)
gap edge level per unit dose = 1.19605 (level unit)
uniform pad border level = 0.85000 (level unit)
line centre level per unit dose = 1.00354 (level unit)
threshold = 1.2000 (level unit)
ideal dose ratio line/area = 2.4000 (dimensionless)
finite-width dose ratio = 2.3734 (dimensionless)
same ratio, beta 100 times larger = 2.3997 (dimensionless)
ratio, uniform pad border rule = 1.6867 (dimensionless)
ratio, peak-equalizing rule = 1.6940 (dimensionless)
dose that just clears interior = 0.7059 (area dose)
ideal line dose / clearing dose = 3.4000 (dimensionless)
alpha = 10 nm: line at dose 2.4: 100.14 nm; line at dose 1.7: 92.51 nm; gap: 100.14 nm
alpha = 20 nm: line at dose 2.4: 100.28 nm; line at dose 1.7: 85.01 nm; gap: 100.28 nm
alpha = 30 nm: line at dose 2.4: 100.42 nm; line at dose 1.7: 77.51 nm; gap: 100.42 nm
grating period = 200 nm, line = 140 nm, density = 0.70
grating edge level per unit dose = 0.99001 (level unit)
grating dose = 1.2121 (area dose)
pad dose at 0.00 beta from border = 1.5492 (area dose)
pad dose at 0.25 beta from border = 1.3451 (area dose)
pad dose at 0.50 beta from border = 1.1818 (area dose)
pad dose at 1.00 beta from border = 1.0124 (area dose)
pad dose at 2.00 beta from border = 0.9966 (area dose)
sqrt(1 + 2 eta) = 1.5492 (dimensionless)
lowest pad dose = 0.9863 (area dose) at 1.42 beta
border level/threshold, self-consistent dose = 0.99959 (dimensionless)
border dose from density alone = 1.4118 (area dose)
border level/threshold, density dose = 0.93308 (dimensionless)
all tests passed
```
